# The Decoupling Unitary Built from X and Its Closeness to the Identity, part 1

(Sections cited here and not found follow in the second part.)

## First half: from X to the unitary, and a proof by traces

### Definitions and conventions

A Hermitian matrix $H$ acts on the direct sum of two finite-dimensional spaces, $L$ (large components) and $S$ (small components). The basis is orthonormal, and each basis vector belongs to one of the two spaces. A vector is written $(\varphi,\chi)$ with $\varphi\in L$ and $\chi\in S$, and

$$H=\begin{pmatrix}H_{LL}&H_{LS}\\ H_{SL}&H_{SS}\end{pmatrix},\qquad H_{LS}=H_{SL}^\dagger .$$

The case in mind is the Dirac Hamiltonian of one electron in a potential energy $V$. With the rest energy $mc^2$ subtracted it reads

$$H=\begin{pmatrix}V&c\,\boldsymbol\sigma\cdot\mathbf p\\ c\,\boldsymbol\sigma\cdot\mathbf p&V-2mc^2\end{pmatrix},\qquad \mathbf p=-i\hbar\nabla ,$$

and in Gaussian units a point nucleus gives $V=-Ze^2/r$. A finite basis turns this operator into a matrix.

Let $V_+$ be an invariant subspace of $H$, spanned by eigenvectors, with $\dim V_+=\dim L$. For the Dirac matrix it is spanned by the eigenvectors of the upper part of the spectrum. These describe the electronic states when the small-component basis is matched to the large one, that is, when it contains $\boldsymbol\sigma\cdot\mathbf p$ applied to the large functions (kinetic balance); in an unmatched basis the upper eigenvalues can fall far below the true electronic energies. Its orthogonal complement $V_-$ is invariant too, because $H$ is Hermitian. The projectors are $P_+$ and $P_-=1-P_+$.

A *decoupler* is a unitary $T$ that carries $L$ onto $V_+$. It then carries $S$ onto $V_-$. For $\varphi\in L$ and $\chi\in S$ the vector $HT\varphi$ lies in $V_+$ and $T\chi$ lies in $V_-$, so

$$\langle\chi|T^\dagger HT|\varphi\rangle=\langle T\chi|HT\varphi\rangle=0 .$$

Thus $T^\dagger HT$ is block diagonal, and its upper block carries the energies of $V_+$.

Distance from the identity is measured by the Frobenius norm, $\|A\|_F^2=\mathrm{Tr}\,A^\dagger A$, which is the sum of the squared moduli of all matrix elements. The operator norm, $\|A\|=\max\|A\psi\|$ over unit vectors $\psi$, is treated in the second half.

One assumption is made throughout: $V_+$ contains no nonzero vector that lies purely in $S$. The result to be derived is this. There is then a unique matrix $X$ such that $V_+$ consists of the vectors $(\varphi,X\varphi)$, and with

$$R=(1+X^\dagger X)^{-1/2},\qquad R'=(1+XX^\dagger)^{-1/2}$$

the matrix

$$W=\begin{pmatrix}R&-X^\dagger R'\\ XR&R'\end{pmatrix}$$

is a decoupler. Among all decouplers with the same $V_+$ it is the unique one that minimizes $\|T-1\|_F$.

### The matrix X

Put a basis of $V_+$ into the columns of a matrix with upper block $C_L$ and lower block $C_S$. Since $\dim V_+=\dim L$, the block $C_L$ is square. If $C_La=0$ for some $a\neq0$, the vector $(0,C_Sa)$ would be a nonzero member of $V_+$ lying purely in $S$, which is excluded. Hence $C_L$ is invertible. Each vector of $V_+$ is $(C_La,C_Sa)$; naming $\varphi=C_La$ turns it into $(\varphi,X\varphi)$ with

$$X=C_SC_L^{-1}.$$

The lower component is fixed by the upper one, so $X$ is unique and does not depend on the basis chosen in $V_+$.

A simple condition guarantees the assumption: the largest eigenvalue of $H_{SS}$ lies below the lowest energy in $V_+$. Suppose a unit vector $(0,\chi)$ did lie in $V_+$. Its mean energy would be at least the lowest energy in $V_+$. But that mean energy equals $\langle\chi|H_{SS}|\chi\rangle$, which is at most the largest eigenvalue of $H_{SS}$. This is a contradiction. For an attractive potential, $V\le0$, the block $H_{SS}$ represents $V-2mc^2$ and has no eigenvalue above $-2mc^2$. The assumption therefore holds whenever all energies in $V_+$ lie above $-2mc^2$.

Invariance of $V_+$ gives an equation for $X$. The upper component of $H(\varphi,X\varphi)$ is $K\varphi$, where

$$K=H_{LL}+H_{LS}X .$$

Since the result lies in $V_+$, its lower component must be $XK\varphi$. In matrix form,

$$H\begin{pmatrix}1\\X\end{pmatrix}=\begin{pmatrix}1\\X\end{pmatrix}K. \tag{1}$$

The lower row says $H_{SL}+H_{SS}X=XH_{LL}+XH_{LS}X$, or

$$H_{SL}+H_{SS}X-XH_{LL}-XH_{LS}X=0 .$$

This quadratic equation has one solution for each invariant subspace of the right dimension that satisfies the assumption. By itself it does not say which solution is electronic; the choice of $V_+$ does.

The complement $V_-$ follows from orthogonality. A vector $(\eta,\chi)$ is orthogonal to every $(\varphi,X\varphi)$ when

$$\langle\varphi|\eta\rangle+\langle X\varphi|\chi\rangle=\langle\varphi|\eta+X^\dagger\chi\rangle=0\quad\text{for all }\varphi ,$$

which requires $\eta=-X^\dagger\chi$. So $V_-$ consists of the vectors $(-X^\dagger\chi,\chi)$. The minus sign in $W$ comes from here.

### The renormalizers and unitarity

The map $\varphi\mapsto(\varphi,X\varphi)$ reaches the right subspace but changes lengths:

$$\|(\varphi,X\varphi)\|^2=\langle\varphi|(1+X^\dagger X)|\varphi\rangle .$$

To preserve inner products one first applies a matrix $A$ on $L$ with $A^\dagger(1+X^\dagger X)A=1$. The positive square root $A=R$ satisfies this. It is not the sole solution: $A=Ru$ with any unitary $u$ satisfies it as well. What singles out $u=1$ is the closeness to the identity proved below.

Unitarity of the whole matrix is seen by collecting $X$ into

$$Y=\begin{pmatrix}0&-X^\dagger\\X&0\end{pmatrix},\qquad Y^\dagger=-Y,\qquad Y^2=-\begin{pmatrix}X^\dagger X&0\\0&XX^\dagger\end{pmatrix}.$$

Then $N=1-Y^2$ is block diagonal with blocks $1+X^\dagger X$ and $1+XX^\dagger$. It is positive definite, and $N^{-1/2}$ has the blocks $R$ and $R'$. Multiplying out the blocks shows that $W=(1+Y)N^{-1/2}$. Because $(1+Y)^\dagger=1-Y$,

$$W^\dagger W=N^{-1/2}(1-Y)(1+Y)N^{-1/2}=N^{-1/2}(1-Y^2)N^{-1/2}=1 .$$

The matrix is square, so it is unitary. Its first block column lies in $V_+$, hence $W$ carries $L$ onto $V_+$ and is a decoupler.

### The decoupled blocks

The upper block of $W^\dagger HW$ is

$$h_+=R\,(1,\;X^\dagger)\,H\begin{pmatrix}1\\X\end{pmatrix}R
=R\,(H_{LL}+H_{LS}X+X^\dagger H_{SL}+X^\dagger H_{SS}X)\,R .$$

Using (1) in the first form gives $R(1+X^\dagger X)KR$. Since $1+X^\dagger X=R^{-2}$,

$$h_+=R^{-1}KR .$$

So $K$ has the energies of $V_+$ as its eigenvalues, although it is in general not Hermitian. The renormalizer turns it into a Hermitian matrix with the same eigenvalues. The lower block is obtained in the same way from the vectors $(-X^\dagger\chi,\chi)$:

$$h_-=R'(H_{SS}-H_{SL}X^\dagger-XH_{LS}+XH_{LL}X^\dagger)R' .$$

The off-diagonal block is

$$R'\,(-X,\;1)\,H\begin{pmatrix}1\\X\end{pmatrix}R=R'(-XK+XK)R=0 .$$

### All decouplers with the same subspace

Let $T$ be any decoupler. It carries $L$ onto $V_+$, and $W^\dagger=W^{-1}$ carries $V_+$ back onto $L$. Thus $W^\dagger T$ maps $L$ onto $L$. Being unitary, it also maps $S$ onto $S$. Therefore

$$T=W\begin{pmatrix}u&0\\0&v\end{pmatrix},\qquad u,v\ \text{unitary}, \tag{2}$$

and conversely every such product is a decoupler. All of them give the same energies. They differ in how the two-component states are oriented inside $L$ and inside $S$.

### Minimality by an identity for traces

Let $n$ be the total dimension. Since $T^\dagger T=1$,

$$\|T-1\|_F^2=\mathrm{Tr}\,(T^\dagger-1)(T-1)=2n-2\,\mathrm{Re}\,\mathrm{Tr}\,T .$$

The diagonal blocks of $T$ in (2) are $Ru$ and $R'v$. Subtracting the same expression for $W$, whose diagonal blocks are $R$ and $R'$, gives

$$\|T-1\|_F^2-\|W-1\|_F^2=2\,\mathrm{Re}\,\mathrm{Tr}\,R(1-u)+2\,\mathrm{Re}\,\mathrm{Tr}\,R'(1-v).$$

To see the sign, use $uu^\dagger=1$ and the cyclic property of the trace:

$$\mathrm{Tr}\,(1-u)^\dagger R(1-u)=\mathrm{Tr}\,R(1-u)(1-u^\dagger)=\mathrm{Tr}\,R(2-u-u^\dagger).$$

Because $R$ is Hermitian, $\mathrm{Tr}\,Ru^\dagger$ is the complex conjugate of $\mathrm{Tr}\,Ru$. The right side is therefore $2\,\mathrm{Re}\,\mathrm{Tr}\,R(1-u)$. The same holds for $R'$ and $v$, so

$$\|T-1\|_F^2-\|W-1\|_F^2=\mathrm{Tr}\,(1-u)^\dagger R(1-u)+\mathrm{Tr}\,(1-v)^\dagger R'(1-v). \tag{3}$$

The first term is $\|R^{1/2}(1-u)\|_F^2\ge0$. It vanishes only if $R^{1/2}(1-u)=0$, and since $R$ is invertible this means $u=1$. Likewise the second term vanishes only for $v=1$. Hence $W$ is the unique minimizer, which completes the first derivation.

A numerical minimization tested this on a random complex matrix with $\dim L=3$ and $\dim S=4$. The trial decouplers were built from eigenvectors, without $X$. The smallest distance found was $1.025991$, equal to that of $W$ to the digits shown, and the minimizing matrix differed from $W$ by at most $4\times10^{-6}$ in any element.

### The subspace must be fixed

The minimum is over decouplers with a given $V_+$. If the eigenvectors may be assigned to the blocks freely, another assignment can lie closer. Take one level in each space and

$$H=\begin{pmatrix}-1&1\\1&1\end{pmatrix},\qquad\text{eigenvalues }\pm\sqrt2 .$$

The first row applied to $(1,X)$ gives $-1+X=\pm\sqrt2$. The upper level has $X=1+\sqrt2=2.414$, the lower one $X=1-\sqrt2=-0.414$. In this case $R=R'=(1+X^2)^{-1/2}$, so $\|W-1\|_F^2=4-4R$. For the upper level $R=0.3827$ and the distance is $1.571$; for the lower level $R=0.9239$ and the distance is $0.552$. When $L$ starts out lower in energy than $S$, asking it to carry the upper level forces a large rotation.

### The free particle

For $V=0$ and a fixed momentum $\mathbf p$, let $E_p=\sqrt{m^2c^4+c^2p^2}$. The electronic energy is $E_p-mc^2$, and the lower row of the eigenvalue equation reads

$$c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi-2mc^2\chi=(E_p-mc^2)\chi
\quad\Rightarrow\quad X=\frac{c\,\boldsymbol\sigma\cdot\mathbf p}{E_p+mc^2}.$$

With $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2$ and $c^2p^2=(E_p-mc^2)(E_p+mc^2)$,

$$1+X^\dagger X=1+\frac{E_p-mc^2}{E_p+mc^2}=\frac{2E_p}{E_p+mc^2},\qquad R=\sqrt{\frac{E_p+mc^2}{2E_p}} .$$

Here $W^\dagger$ is the Foldy–Wouthuysen transformation $U$ in its usual form, for which $UHU^\dagger$ is block diagonal; $U$ and $W$ have the same distance from the identity. Writing $\tan\theta=cp/(E_p+mc^2)$ gives $R=\cos\theta$. Since $(E_p+mc^2)^2-c^2p^2=2mc^2(E_p+mc^2)$,

$$\tan2\theta=\frac{2\tan\theta}{1-\tan^2\theta}=\frac{2cp\,(E_p+mc^2)}{2mc^2(E_p+mc^2)}=\frac{p}{mc}.$$

For slow particles $\theta\approx p/(2mc)$ and $W$ approaches the identity. For $p\gg mc$ the angle approaches $45^\circ$, and large and small components become equal in size. At $p=mc$ one has $E_p=1.4142\,mc^2$ and $\theta=22.5^\circ$. Both diagonal blocks are $R$ times a $2\times2$ unit matrix, so $\|W-1\|_F^2=8-8R=8(1-0.92388)=0.6090$, and the distance is $0.7804$.

## Second half: a proof by angles, a heavy ion, and a comparison

### Restatement of symbols and results

The Hermitian matrix $H$ acts on $L\oplus S$ in an orthonormal basis. The invariant subspace $V_+$ has the dimension of $L$ and contains no nonzero vector lying purely in $S$; $V_-$ is its orthogonal complement, and $P_\pm$ are the projectors. A decoupler is a unitary $T$ with $TL=V_+$ and $TS=V_-$. The first half showed that $V_+$ consists of the vectors $(\varphi,X\varphi)$ and $V_-$ of the vectors $(-X^\dagger\chi,\chi)$. With $R=(1+X^\dagger X)^{-1/2}$ and $R'=(1+XX^\dagger)^{-1/2}$, the decoupler

$$W=\begin{pmatrix}R&-X^\dagger R'\\XR&R'\end{pmatrix}$$

was found to minimize $\|T-1\|_F$ uniquely. The second derivation starts from the minimization, makes no use of $X$, and finds the unitary as its answer. Let $P_L$ and $P_S$ be the projectors onto $L$ and $S$.

### The nearest image of one vector

Take a unit vector $\varphi\in L$. A decoupler sends it to some unit vector $T\varphi$ in $V_+$, and

$$\|T\varphi-\varphi\|^2=2-2\,\mathrm{Re}\,\langle\varphi|T\varphi\rangle .$$

Since $P_+T\varphi=T\varphi$, the Cauchy–Schwarz inequality gives

$$\mathrm{Re}\,\langle\varphi|T\varphi\rangle=\mathrm{Re}\,\langle P_+\varphi|T\varphi\rangle\le\|P_+\varphi\| . \tag{4}$$

If $P_+\varphi\ne0$, equality requires $T\varphi=P_+\varphi/\|P_+\varphi\|$. The nearest unit vector in $V_+$ is the normalized projection.

These separate optima cannot be combined for an arbitrary basis of $L$, because projections of orthogonal vectors need not be orthogonal, while a unitary must keep them so. A special basis removes the conflict. Consider $G=P_LP_+P_L$ as a Hermitian matrix on $L$. Its expectation value in a unit vector $\varphi$ is $\|P_+\varphi\|^2$, which lies between 0 and 1. So $G$ has orthonormal eigenvectors $\varphi_i$ with eigenvalues $\cos^2\theta_i$, $0\le\theta_i\le90^\circ$, and

$$\langle P_+\varphi_i|P_+\varphi_j\rangle=\langle\varphi_i|G\varphi_j\rangle=\cos^2\theta_i\,\delta_{ij}.$$

In this basis the projections stay orthogonal.

No $\cos\theta_i$ vanishes. If $P_+\varphi=0$ for some nonzero $\varphi\in L$, the subspace $P_+L$ would have a smaller dimension than $V_+$. Some nonzero $\psi\in V_+$ would then be orthogonal to all of $P_+L$. But $\langle\psi|P_+\varphi'\rangle=\langle\psi|\varphi'\rangle$ for every $\varphi'\in L$, so $\psi$ would lie purely in $S$, which is excluded. The same argument with the roles exchanged covers $G'=P_SP_-P_S$ on $S$: a vector $\chi\in S$ with $P_-\chi=0$ would itself lie in $V_+$. Let $\chi_j$ be the eigenvectors of $G'$ and $\cos^2\theta'_j>0$ its eigenvalues.

The trace identity has shown that $W$ is the unique decoupler nearest to the identity in the Frobenius norm for a given $V_+$, and a second proof has found bases of $L$ and $S$ whose projections onto $V_+$ and $V_-$ stay orthogonal and nonzero. It remains to combine these projections into the minimizing unitary, identify it with $W$, and treat the operator norm and a heavy ion.

Numerical values quoted here were computed with a short program.
